# Gate work function for a 0.3 V threshold in double-gate silicon: a program that tests the result

```python
"""Effective work function of an undoped double-gate silicon transistor.

Result under test:  Phi = chi + q*VT + kT*ln(Nc*t/NT)
Phi: gate work function, chi: electron affinity, VT: threshold voltage,
Nc: conduction-band effective density of states, t: body thickness,
NT: electron sheet density that defines threshold.
Energies are in eV, all other internal quantities in SI units.
Band edges are measured from the source Fermi level.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

q, hbar, m0, eps0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
T = 300.0
kT = sc.k * T / q
VT = 0.3
t = 10e-9
NT = 1e11 * 1e4

# Rough typical silicon values
chi, gap, ni = 4.05, 1.12, 1.0e10 * 1e6
ml, mt = 0.92 * m0, 0.19 * m0
eps_si, eps_ox = 11.7 * eps0, 3.9 * eps0

# Rough typical dielectric stack: thickness, relative permittivity,
# electron barrier in eV, tunnelling mass
layers = [(0.5e-9, 3.9, 3.1, 0.5 * m0), (2.5e-9, 20.0, 1.5, 0.15 * m0)]
eot = sum(d * 3.9 / k for d, k, _, _ in layers)
Cox = eps_ox / eot


def density_of_states(temp):
    md = 6 ** (2 / 3) * (ml * mt**2) ** (1 / 3)
    return 2 * (md * sc.k * temp / (2 * np.pi * hbar**2)) ** 1.5


Nc = density_of_states(T)
edge = kT * np.log(Nc * t / NT)
phi = chi + VT + edge

# Brute-force wavevector sum over six ellipsoidal valleys
axes, cell = [], 1.0
for mass in (ml, mt, mt):
    kmax = 8 * np.sqrt(mass * kT * q) / hbar
    k = np.linspace(-kmax, kmax, 65)
    axes.append(hbar**2 * k**2 / (2 * mass * q))
    cell *= k[1] - k[0]
energy = (axes[0][:, None, None] + axes[1][None, :, None]
          + axes[2][None, None, :])


def sheet_from_sum(band_edge, fermi):
    x = (band_edge + energy) / kT
    occupation = 1 / (np.exp(x) + 1) if fermi else np.exp(-x)
    return t * 12 / (2 * np.pi) ** 3 * cell * occupation.sum()


sum_density = sheet_from_sum(phi - chi - VT, False)
assert abs(sum_density / NT - 1) < 1e-6
edge_fd = brentq(lambda e: sheet_from_sum(e, True) / NT - 1,
                 edge - 0.01, edge + 0.01, xtol=1e-13)
fd_shift = edge - edge_fd
fd_formula = kT * NT / (Nc * t) / 2**1.5
assert abs(fd_shift / fd_formula - 1) < 0.02

# Independent route through the intrinsic level
phi_intrinsic = chi + gap / 2 + VT - kT * np.log(NT / (ni * t))
assert abs(phi_intrinsic - phi) < 0.01


# Nonlinear Poisson equation, integrated from body centre to surface
def poisson_body(centre_edge):
    n0 = Nc * np.exp(-centre_edge / kT)
    a = q * n0 * (t / 2) ** 2 / eps_si
    sol = solve_ivp(lambda s, y: [y[1], a * np.exp(y[0] / kT)],
                    (0, 1), [0, 0], rtol=1e-10, atol=1e-14)
    psi, slope = sol.y[:, -1]
    return psi, 2 * eps_si * slope / (t / 2) / q


def poisson_gate_voltage(sheet):
    flat = kT * np.log(Nc * t / sheet)
    centre = brentq(lambda e: poisson_body(e)[1] / sheet - 1,
                    flat - 0.02, flat + 0.02, xtol=1e-13)
    psi, _ = poisson_body(centre)
    return phi - chi - (centre - psi) + q * sheet / (2 * Cox)


charge_shift = poisson_gate_voltage(NT) - VT
oxide_part = q * NT / (2 * Cox)
body_part = q * NT * t / (12 * eps_si)
assert abs(charge_shift / (oxide_part + body_part) - 1) < 0.02
swing = poisson_gate_voltage(NT / 10) - poisson_gate_voltage(NT / 100)
assert abs(swing / (kT * np.log(10)) - 1) < 0.01

# Hard-wall confinement in a (001) film:
# valley count, mass normal to film, in-plane density-of-states mass
valleys = [(2, ml, mt), (4, mt, np.sqrt(ml * mt))]


def box_levels(mass, width):
    j = np.arange(1, 4001)
    return (hbar * np.pi * j / width) ** 2 / (2 * mass * q)


def grid_levels(mass, width):
    points = 1000
    hop = hbar**2 / (2 * mass * (width / (points + 1)) ** 2 * q)
    return eigh_tridiagonal(np.full(points, 2 * hop),
                            np.full(points - 1, -hop), eigvals_only=True)


def quantum_sheet(width, levels):
    return sum(g * mp * kT * q / (np.pi * hbar**2)
               * np.exp(-(edge + levels(mn, width)) / kT).sum()
               for g, mn, mp in valleys)


ratio = quantum_sheet(t, box_levels) / NT
ratio_grid = quantum_sheet(t, grid_levels) / NT
assert abs(ratio_grid / ratio - 1) < 1e-3
wide = 1e-6
wide_ratio = quantum_sheet(wide, box_levels) / (NT * wide / t)
assert 0.99 < wide_ratio < 1
quantum_shift = -kT * np.log(ratio)
phi_corrected = phi - charge_shift - quantum_shift

# Temperature of use, gate work function and affinity held fixed
hot = 358.0
kT_hot = sc.k * hot / q
vt_hot = phi - chi - kT_hot * np.log(density_of_states(hot) * t / NT)


def gap_drop(temp):
    return 4.73e-4 * temp**2 / (temp + 636)


gap_shrink = gap_drop(hot) - gap_drop(T)

# Lateral decay length: parabolic estimate against exact lowest mode
r = eps_ox * t / (4 * eps_si * eot)
decay = np.sqrt(eps_si * t * eot * (1 + r) / (2 * eps_ox))
kmode = brentq(lambda k: eps_si * np.tan(k * t / 2)
               - eps_ox / np.tan(k * eot), 1e-3 / t, 0.999 * np.pi / t)
assert abs(decay * kmode - 1) < 0.10


def end_shift(length):
    return edge / np.cosh(length / (2 * decay))


# Order-of-magnitude gate leakage against channel diffusion current
action = sum(d * np.sqrt(2 * m * b * q) / hbar for d, _, b, m in layers)
transmission = np.exp(-2 * action)
wall_flux = NT / t * np.sqrt(kT * q / (2 * np.pi * mt))
leak = q * wall_flux * transmission
length, mobility = 100e-9, 300e-4
drain_per_width = q * mobility * kT * NT / length
leak_ratio = 2 * leak * length / drain_per_width
assert leak_ratio < 1e-3
oxide_field = q * NT / (2 * eps_ox)
assert oxide_field < 0.01 * 1e9

holes = ni**2 / (NT / t) * t
acceptors = 1e15 * 1e6
doping_shift = q * acceptors * t * (1 / (2 * Cox) + t / (12 * eps_si))
fixed = 1e11 * 1e4


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("Temperature", T, "K", ".0f")
show("Thermal energy kT", kT, "eV", ".5f")
show("Body thickness", t * 1e9, "nm", ".1f")
show("Target threshold voltage", VT, "V", ".2f")
show("Threshold sheet density", NT / 1e4, "cm^-2", ".2e")
show("Mean electron density at threshold", NT / t / 1e6, "cm^-3", ".2e")
show("Electron affinity (rough input)", chi, "eV", ".2f")
show("Longitudinal mass (rough input)", ml / m0, "m_e", ".2f")
show("Transverse mass (rough input)", mt / m0, "m_e", ".2f")
show("Effective density of states Nc", Nc / 1e6, "cm^-3", ".3e")
show("Nc times thickness", Nc * t / 1e4, "cm^-2", ".3e")
show("Ratio Nc t / NT", Nc * t / NT, "(no unit)", ".1f")
show("Logarithm of that ratio", edge / kT, "(no unit)")
show("Ec - EF at threshold", edge, "eV")
show("IDEAL GATE WORK FUNCTION", phi, "eV")
show("Sheet density from wavevector sum", sum_density / 1e4, "cm^-2", ".5e")
show("Silicon gap (rough input)", gap, "eV", ".2f")
show("Intrinsic density (rough input)", ni / 1e6, "cm^-3", ".1e")
show("Work function via intrinsic level", phi_intrinsic, "eV")
show("Midgap depth below vacuum", chi + gap / 2, "eV", ".2f")
show("Work function minus midgap", phi - chi - gap / 2, "eV")
show("Work function change per decade", kT * np.log(10) * 1e3, "meV", ".2f")
show("Subthreshold swing from Poisson", swing * 1e3, "mV/decade", ".2f")
for i, (d, kr, b, m) in enumerate(layers, 1):
    print(f"Layer {i} (rough): {d*1e9:.1f} nm, permittivity {kr:.1f}, "
          f"barrier {b:.1f} eV, mass {m/m0:.2f} m_e")
show("Equivalent oxide thickness", eot * 1e9, "nm", ".4f")
show("VT rise from charge, Poisson", charge_shift * 1e3, "mV", ".3f")
show("  dielectric part, first order", oxide_part * 1e3, "mV", ".3f")
show("  body part, first order", body_part * 1e3, "mV", ".3f")
show("Lowest level, mass ml", box_levels(ml, t)[0] * 1e3, "meV", ".2f")
show("Lowest level, mass mt", box_levels(mt, t)[0] * 1e3, "meV", ".2f")
show("Quantum/classical density, 10 nm", ratio, "(no unit)")
show("Same ratio by diagonalization", ratio_grid, "(no unit)")
show("Same ratio, 1000 nm film", wide_ratio, "(no unit)")
show("VT rise from confinement", quantum_shift * 1e3, "mV", ".2f")
show("WORK FUNCTION WITH BOTH CORRECTIONS", phi_corrected, "eV")
show("VT rise from Fermi-Dirac filling", fd_shift * 1e3, "mV", ".4f")
show("Hole sheet density at threshold", holes / 1e4, "cm^-2", ".1e")
show("VT rise, 1e15 cm^-3 acceptors", doping_shift * 1e3, "mV", ".3f")
show("VT fall, +1e11 cm^-2 per interface", q * fixed / Cox * 1e3, "mV", ".2f")
show("VT at 358 K, fixed affinity", vt_hot, "V")
show("Gap shrinkage 300 to 358 K", gap_shrink * 1e3, "meV", ".1f")
show("Lateral decay length, parabolic", decay * 1e9, "nm", ".2f")
show("Lateral decay length, exact mode", 1e9 / kmode, "nm", ".2f")
show("Barrier fall, 100 nm channel", end_shift(100e-9) * 1e3, "meV", ".3f")
show("Barrier fall, 30 nm channel", end_shift(30e-9) * 1e3, "meV", ".1f")
show("WKB transmission of stack", transmission, "(no unit)", ".1e")
show("Gate leakage per gate", leak / 1e4, "A/cm^2", ".1e")
show("Mobility (rough input)", mobility * 1e4, "cm2/Vs", ".0f")
show("Gate/drain current, 100 nm channel", leak_ratio, "(no unit)", ".1e")
show("Field in silicon dioxide layer", oxide_field / 1e8, "MV/cm", ".4f")
show("Rough breakdown field", 1e9 / 1e8, "MV/cm", ".0f")
print("tests ok")
```

Running it gives:

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Body thickness: 10.0 nm
Target threshold voltage: 0.30 V
Threshold sheet density: 1.00e+11 cm^-2
Mean electron density at threshold: 1.00e+17 cm^-3
Electron affinity (rough input): 4.05 eV
Longitudinal mass (rough input): 0.92 m_e
Transverse mass (rough input): 0.19 m_e
Effective density of states Nc: 2.744e+19 cm^-3
Nc times thickness: 2.744e+13 cm^-2
Ratio Nc t / NT: 274.4 (no unit)
Logarithm of that ratio: 5.6146 (no unit)
Ec - EF at threshold: 0.1451 eV
IDEAL GATE WORK FUNCTION: 4.4951 eV
Sheet density from wavevector sum: 1.00000e+11 cm^-2
Silicon gap (rough input): 1.12 eV
Intrinsic density (rough input): 1.0e+10 cm^-3
Work function via intrinsic level: 4.4933 eV
Midgap depth below vacuum: 4.61 eV
Work function minus midgap: -0.1149 eV
Work function change per decade: 59.53 meV
Subthreshold swing from Poisson: 59.85 mV/decade
Layer 1 (rough): 0.5 nm, permittivity 3.9, barrier 3.1 eV, mass 0.50 m_e
Layer 2 (rough): 2.5 nm, permittivity 20.0, barrier 1.5 eV, mass 0.15 m_e
Equivalent oxide thickness: 0.9875 nm
VT rise from charge, Poisson: 3.561 mV
  dielectric part, first order: 2.291 mV
  body part, first order: 1.289 mV
Lowest level, mass ml: 4.09 meV
Lowest level, mass mt: 19.79 meV
Quantum/classical density, 10 nm: 0.5961 (no unit)
Same ratio by diagonalization: 0.5961 (no unit)
Same ratio, 1000 nm film: 0.9960 (no unit)
VT rise from confinement: 13.37 mV
WORK FUNCTION WITH BOTH CORRECTIONS: 4.4782 eV
VT rise from Fermi-Dirac filling: 0.0333 mV
Hole sheet density at threshold: 1.0e-03 cm^-2
VT rise, 1e15 cm^-3 acceptors: 0.036 mV
VT fall, +1e11 cm^-2 per interface: 4.58 mV
VT at 358 K, fixed affinity: 0.2638 V
Gap shrinkage 300 to 358 K: 15.5 meV
Lateral decay length, parabolic: 5.23 nm
Lateral decay length, exact mode: 4.90 nm
Barrier fall, 100 nm channel: 0.020 meV
Barrier fall, 30 nm channel: 16.4 meV
WKB transmission of stack: 9.0e-09 (no unit)
Gate leakage per gate: 8.9e-04 A/cm^2
Mobility (rough input): 300 cm2/Vs
Gate/drain current, 100 nm channel: 1.4e-06 (no unit)
Field in silicon dioxide layer: 0.0232 MV/cm
Rough breakdown field: 10 MV/cm
tests ok
```
